# Why two-electron screening of spin-orbit coupling fades from 2p to 6p: test program

```python
"""Two-electron screening of the spin-orbit constant of a p electron.

Result under test (atomic units, Breit-Pauli operator, closed-shell core):
    zeta = (alpha^2/2) (Z - S) <r^-3>,   removed fraction f = S/Z.
S = direct count + exchange count, summed over the closed core shells.
The direct count is <N(r) r^-3>/<r^-3>, N(r) = core charge inside r.
P(r) = r R(r) is a radial orbital; Z is the nuclear charge.
Orbitals: nonrelativistic Hartree-Fock of the closed-shell ion, frozen.
np1 atoms use the cation's lowest empty p orbital; np5 atoms use the
outer p orbital of the anion (one hole in a closed shell).
"""
import numpy as np
from scipy import constants
from scipy.special import eval_legendre, jv
from pyscf import gto, scf

# Logarithmic grid; u holds the quadrature weights for integrals over r.
x_grid, h = np.linspace(np.log(1e-5), np.log(60.0), 540, retstep=True)
r = np.exp(x_grid)
u = h * r
r_low, r_high = np.minimum.outer(r, r), np.maximum.outer(r, r)

# Quadrature matrices of r<^k / r>^(k+1); the diagonal term removes the
# leading trapezoid error caused by the kink at equal radii.
V = [np.outer(u, u) * (r_low / r_high)**k / r_high
     - np.diag(u * h**2 * (2 * k + 1) / 12) for k in range(7)]

nodes, weights = np.polynomial.legendre.leggauss(16)


def triple(a, k, b):
    """Half the integral of three Legendre polynomials."""
    return 0.5 * np.sum(weights * eval_legendre(a, nodes)
                        * eval_legendre(k, nodes) * eval_legendre(b, nodes))


exchange_kernel = {
    (a, b): (2 * b + 1) * sum(triple(a, k, b) * V[k]
                            for k in range(abs(a - b), a + b + 1, 2))
    for a in range(4) for b in range(4)}


def angular(k, l):
    """Half the integral of (1-x^2) P_k(x) P_l'(x)."""
    return l * (l + 1) / (2 * l + 1) * (
        (k == l - 1) / (2 * l - 1) - (k == l + 1) / (2 * l + 3))


def screening_counts(p, dp, c, dc, l):
    """Direct and exchange counts for valence p and a closed core shell c."""
    inv_cube = u @ (p * p / r**3)
    d_density = 2 * p * dp / r - p * p / r**2
    direct = 2 * (2 * l + 1) * (d_density @ V[0] @ (c * c))
    pair = p * c
    d_pair = (dp * c + p * dc) / r - pair / r**2
    core_slope = p * (dc / r - c / r**2)
    exchange = -3 * (2 * l + 1) * sum(
        (angular(k, l) * d_pair + angular(l, k) * core_slope) @ V[k] @ pair
        for k in (l - 1, l + 1) if k >= 0)
    return direct / inv_cube, exchange / inv_cube


def running(f):
    """Integral of f from zero to each grid radius."""
    g = u * f
    return np.cumsum(g) - g / 2


def hartree_fock(Z, shells, ratio=1.5):
    """Closed-shell radial HF in even-tempered Slater functions."""
    count = int(np.ceil(np.log(1.6 * Z / 0.35) / np.log(ratio))) + 1
    exps = 0.35 * ratio**np.arange(count)
    ls = [l for l in range(4) if shells[l] > 0 or l == 1]
    basis, dbasis, kin, core_h, fock = {}, {}, {}, {}, {}
    guess = -(1 + (Z - 1) / (1 + 0.68 * Z**(1 / 3) * r)**2) / r
    for l in ls:
        f = r[:, None]**(l + 1) * np.exp(-np.outer(r, exps))
        f /= np.sqrt(u @ f**2)
        df = ((l + 1) / r[:, None] - exps) * f
        s_val, s_vec = np.linalg.eigh(f.T @ (u[:, None] * f))
        keep = s_val > 1e-8
        X = s_vec[:, keep] / np.sqrt(s_val[keep])
        B, dB = f @ X, df @ X
        basis[l], dbasis[l] = B, dB
        # r R'(r) = P' - P/r vanishes at the nucleus, unlike P' for s
        # functions, so nothing is lost below the first grid point.
        slope = ((l / r[:, None] - exps) * f) @ X
        kin[l] = 0.5 * (slope.T @ (u[:, None] * slope)
                        + l * (l + 1) * B.T @ ((u / r**2)[:, None] * B))
        core_h[l] = kin[l] - Z * B.T @ ((u / r)[:, None] * B)
        fock[l] = kin[l] + B.T @ ((u * guess)[:, None] * B)
    old_f, old_e = [], []
    for _ in range(80):
        projector, kernel_density, density = {}, {}, np.zeros_like(r)
        for l in ls:
            C = np.linalg.eigh(fock[l])[1][:, :shells[l]]
            orb = basis[l] @ C
            projector[l] = C @ C.T
            kernel_density[l] = orb @ orb.T
            density += 2 * (2 * l + 1) * np.sum(orb**2, axis=1)
        repulsion = V[0] @ density
        new = {}
        for l in ls:
            K = sum(exchange_kernel[l, m] * kernel_density[m]
                    for m in ls if shells[m])
            B = basis[l]
            F = core_h[l] + B.T @ (repulsion[:, None] * B) - B.T @ K @ B
            new[l] = 0.5 * (F + F.T)
        error = np.concatenate([(new[l] @ projector[l]
                                 - projector[l] @ new[l]).ravel() for l in ls])
        residual = np.max(np.abs(error))
        if residual < 1e-4:   # above the rounding floor of the basis
            break
        old_f, old_e = (old_f + [new])[-8:], (old_e + [error])[-8:]
        n = len(old_f)
        A = np.ones((n + 1, n + 1))
        A[n, n] = 0.0
        gram = np.array([[a @ b for b in old_e] for a in old_e])
        A[:n, :n] = gram / np.max(gram)
        rhs = np.zeros(n + 1)
        rhs[n] = 1.0
        mix = np.linalg.lstsq(A, rhs, rcond=None)[0][:n]
        fock = {l: sum(c * F[l] for c, F in zip(mix, old_f)) for l in ls}
    assert residual < 1e-3, (Z, residual)
    energy = sum((2 * l + 1) * np.sum(projector[l] * (core_h[l] + new[l]))
                 for l in ls)
    kinetic = sum(2 * (2 * l + 1) * np.sum(projector[l] * kin[l]) for l in ls)
    assert abs(energy / kinetic + 1) < 2e-4, (Z, energy, kinetic)
    levels, orbitals = {}, {}
    for l in ls:
        levels[l], C = np.linalg.eigh(new[l])
        orbitals[l] = (basis[l] @ C, dbasis[l] @ C)
    return energy, levels, orbitals, density


def analyse(Z, shells, hole, ratio=1.5):
    energy, levels, orbitals, density = hartree_fock(Z, shells, ratio)
    index = shells[1] - 1 if hole else shells[1]
    p, dp = orbitals[1][0][:, index], orbitals[1][1][:, index]
    direct = exchange = 0.0
    by_n = {}
    for l in range(4):
        for i in range(shells[l]):
            c, dc = orbitals[l][0][:, i], orbitals[l][1][:, i]
            d, e = screening_counts(p, dp, c, dc, l)
            direct, exchange = direct + d, exchange + e
            by_n[i + l + 1] = by_n.get(i + l + 1, 0.0) + d + e
    cube = u @ (p * p / r**3)
    enclosed = running(density)
    # Gauss-law count from the enclosed charge, by a separate quadrature.
    gauss = u @ (p * p / r**3 * enclosed) / cube
    assert abs(gauss / direct - 1) < 2e-3, (Z, gauss, direct)
    share = running(p * p / r**3) / cube
    r_half = np.interp(0.5, share, r)
    return dict(Z=Z, energy=energy, level=levels[1][index], p=p, cube=cube,
                direct=direct, exchange=exchange, S=direct + exchange,
                f=(direct + exchange) / Z, by_n=by_n, enclosed=enclosed,
                share=share, r_half=r_half,
                n_half=np.interp(r_half, r, enclosed))


# --- Radial formulas against explicit sums of Cartesian integrals ---
primitives = [[0, [3.0, 1]], [1, [2.5, 1]], [1, [0.9, 1]],
              [2, [2.0, 1]], [3, [1.8, 1]]]
mol = gto.M(atom="H 0 0 0", basis={"H": primitives}, spin=1, verbose=0)
nao = mol.nao_nr()
grad2 = mol.intor("int2e_ipvip1", comp=9).reshape(9, nao, nao, nao, nao)
W = grad2[1] - grad2[3]          # z part of (grad i x grad j | k l)
grad1 = mol.intor("int1e_ipnucip", comp=9).reshape(9, nao, nao)
T = grad1[1] - grad1[3]          # same for the nuclear potential, Z = 1
eri = mol.intor("int2e").reshape(nao, nao, nao, nao)
loc = mol.ao_loc_nr()
test_shells = []
for ib in range(mol.nbas):
    l, a = int(mol.bas_angular(ib)), float(mol.bas_exp(ib)[0])
    g = r**(l + 1) * np.exp(-a * r**2)
    g /= np.sqrt(u @ g**2)
    test_shells.append((l, a, g, ((l + 1) / r - 2 * a * r) * g,
                        range(loc[ib], loc[ib + 1])))
valence = next(s for s in test_shells if s[0] == 1 and abs(s[1] - 0.9) < 1e-8)
ix, iy = valence[4][0], valence[4][1]
worst = 0.0
for l, a, g, dg, aos in test_shells:
    d, e = screening_counts(valence[2], valence[3], g, dg, l)
    d_ref = -2 * sum(W[ix, iy, b, b] for b in aos) / T[ix, iy]
    e_ref = 3 * sum(W[ix, b, b, iy] + W[b, iy, ix, b] for b in aos) / T[ix, iy]
    worst = max(worst, abs(d - d_ref), abs(e - e_ref))
    for l2, a2, g2, dg2, aos2 in test_shells:
        ref = sum(eri[i, j, j, i] for i in aos for j in aos2)
        val = (2 * l + 1) * ((g * g2) @ exchange_kernel[l, l2] @ (g * g2))
        assert abs(val / ref - 1) < 1e-4, (l, l2, val, ref)
assert worst < 1e-4, worst
del grad2, W, eri

# --- Atoms: closed shells listed as numbers of s, p, d, f shells ---
atoms = {"B": (5, (2, 0, 0, 0), False), "F": (9, (2, 1, 0, 0), True),
         "Al": (13, (3, 1, 0, 0), False), "Ga": (31, (4, 2, 1, 0), False),
         "In": (49, (5, 3, 2, 0), False), "Tl": (81, (6, 4, 3, 1), False),
         "At": (85, (6, 5, 3, 1), True)}
res = {name: analyse(*spec) for name, spec in atoms.items()}

# Fluoride ion from a separate Gaussian calculation.
etb = gto.expand_etbs([(0, 18, 0.08, 2.2), (1, 11, 0.05, 2.3)])
ion = gto.M(atom="F 0 0 0", charge=-1, basis={"F": etb}, verbose=0)
mf = scf.RHF(ion)
e_ion = mf.kernel()
assert mf.converged
assert abs(e_ion - res["F"]["energy"]) < 3e-3, (e_ion, res["F"]["energy"])
assert abs(mf.mo_energy[4] - res["F"]["level"]) < 3e-3

# Basis dependence of the 6p result.
tl_other = analyse(*atoms["Tl"], ratio=1.6)
assert abs(tl_other["S"] / res["Tl"]["S"] - 1) < 0.02

# Two Coulomb limits of the weight P^2/r^3, with t = Z r:
# zero-energy orbital J_3(sqrt(8t))^2/t^2 and bare 2p orbital t exp(-t).
# Core repulsion must place the 6p half-weight radius between them.
coulomb = running(jv(3, np.sqrt(8 * r))**2 / r**2)
t_half = np.interp(0.5, coulomb / coulomb[-1], r)
bare_2p = running(r * np.exp(-r))
t_half_2p = np.interp(0.5, bare_2p / bare_2p[-1], r)
B, Tl = res["B"], res["Tl"]
assert t_half < Tl["r_half"] * 81 < t_half_2p, (
    t_half, Tl["r_half"] * 81, t_half_2p)

# Innermost lobe of thallium 6p.
outside = np.where(r > 0.1 / 81)[0]
signs = np.sign(Tl["p"][outside])
node = outside[np.where(signs[1:] != signs[:-1])[0][0]]
lobe_norm = running(Tl["p"]**2)[node]
lobe_share = Tl["share"][node]
assert lobe_norm < 0.02 and lobe_share > 0.8, (lobe_norm, lobe_share)


def weighted_fraction(a, power):
    w = u * a["p"]**2 / r**power
    return (w @ a["enclosed"]) / np.sum(w) / a["Z"]


powers = {n: [weighted_fraction(res[n], q) for q in range(4)]
          for n in ("B", "Tl")}
assert all(np.diff(powers["Tl"]) < 0)
assert powers["Tl"][0] > 0.8 and powers["Tl"][3] < 0.12

# The claim itself.
assert 0.45 < B["f"] < 0.62 and 0.28 < res["F"]["f"] < 0.42
assert Tl["f"] < 0.12 and res["At"]["f"] < 0.12
column = [res[n]["f"] for n in ("B", "Al", "Ga", "In", "Tl")]
assert all(np.diff(column) < 0)
assert Tl["S"] / B["S"] < 4

alpha = constants.fine_structure
to_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
unit = 0.5 * alpha**2 * to_cm
print(f"alpha^2/2 = {unit:.5f} cm^-1 per atomic unit of Z<r^-3>")
print(f"largest error of radial screening counts = {worst:.1e} electrons")
print(f"F- energy: radial {res['F']['energy']:.4f}, Gaussian {e_ion:.4f} Eh")
print("atom  Z  <r^-3>/a0^-3  zeta_nuclear/cm^-1  zeta_screened/cm^-1")
for name, a in res.items():
    z_nuc = unit * a["Z"] * a["cube"]
    print(f"{name:2s} {a['Z']:3d} {a['cube']:10.4f} {z_nuc:11.2f} "
          f"{z_nuc * (1 - a['f']):11.2f}")
print("atom  S_direct  S_exchange  S_total (electrons)  removed (%)")
for name, a in res.items():
    print(f"{name:2s} {a['direct']:8.3f} {a['exchange']:8.3f} "
          f"{a['S']:8.3f} {100 * a['f']:8.2f}")
for name in ("B", "Tl"):
    a = res[name]
    parts = ", ".join(f"n={n}: {v:.3f}" for n, v in sorted(a["by_n"].items()))
    print(f"{name} S by core shell (electrons): {parts}")
    print(f"{name} radius holding half of <r^-3> = {a['r_half']:.5f} a0")
    print(f"{name} Z times that radius = {a['Z'] * a['r_half']:.3f} a0")
    print(f"{name} core electrons inside it = {a['n_half']:.3f}")
    text = ", ".join(f"{100 * v:.2f}" for v in powers[name])
    print(f"{name} direct screening, weights r^0,-1,-2,-3 (%): {text}")
print(f"zero-energy Coulomb value of Z times radius = {t_half:.3f} a0")
print(f"bare 2p value of Z times radius = {t_half_2p:.3f} a0")
print(f"Tl 6p innermost node at r = {r[node]:.4f} a0")
print(f"Tl 6p norm inside that node = {100 * lobe_norm:.4f} %")
print(f"Tl 6p share of <r^-3> inside that node = {100 * lobe_share:.2f} %")
print(f"ratio S(Tl)/S(B) = {Tl['S'] / B['S']:.3f}")
print(f"ratio Z(Tl)/Z(B) = {Tl['Z'] / B['Z']:.1f}")
print(f"Tl S in the second basis = {tl_other['S']:.3f} electrons")
print("checks complete")
```

It prints:

```
alpha^2/2 = 5.84366 cm^-1 per atomic unit of Z<r^-3>
largest error of radial screening counts = 3.9e-07 electrons
F- energy: radial -99.4594, Gaussian -99.4591 Eh
atom  Z  <r^-3>/a0^-3  zeta_nuclear/cm^-1  zeta_screened/cm^-1
B    5     0.6947       20.30        8.80
F    9     6.4005      336.62      227.94
Al  13     0.9992       75.91       57.09
Ga  31     2.6747      484.53      428.91
In  49     4.1460     1187.16     1100.03
Tl  81     7.0481     3336.14     3181.46
At  85    19.2024     9538.06     9125.77
atom  S_direct  S_exchange  S_total (electrons)  removed (%)
B     1.670    1.163    2.832    56.65
F     1.941    0.965    2.906    32.29
Al    2.256    0.967    3.223    24.79
Ga    2.659    0.900    3.559    11.48
In    2.723    0.874    3.596     7.34
Tl    2.902    0.853    3.756     4.64
At    2.826    0.848    3.674     4.32
B S by core shell (electrons): n=1: 2.568, n=2: 0.265
B radius holding half of <r^-3> = 0.54527 a0
B Z times that radius = 2.726 a0
B core electrons inside it = 1.796
B direct screening, weights r^0,-1,-2,-3 (%): 64.67, 56.64, 46.49, 33.40
Tl S by core shell (electrons): n=1: 2.368, n=2: 0.521, n=3: 0.421, n=4: 0.345, n=5: 0.089, n=6: 0.013
Tl radius holding half of <r^-3> = 0.01871 a0
Tl Z times that radius = 1.516 a0
Tl core electrons inside it = 1.397
Tl direct screening, weights r^0,-1,-2,-3 (%): 97.44, 93.06, 41.46, 3.58
zero-energy Coulomb value of Z times radius = 1.349 a0
bare 2p value of Z times radius = 1.678 a0
Tl 6p innermost node at r = 0.0747 a0
Tl 6p norm inside that node = 0.0127 %
Tl 6p share of <r^-3> inside that node = 95.10 %
ratio S(Tl)/S(B) = 1.326
ratio Z(Tl)/Z(B) = 16.2
Tl S in the second basis = 3.757 electrons
checks complete
```
